# Magnon thermal Hall conductivity from energy magnetisation and a relaxing temperature gradient, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: gravitational field and energy magnetisation

### The physical question

A ferromagnetic insulator is warmer at one edge than at the other. Its magnons carry heat down the temperature gradient, and part of the heat may flow sideways. Magnons have no charge, so no Lorentz force bends their paths. The deflection comes from the geometry of their Bloch states.

The same geometry makes energy circulate in a sample that is in equilibrium. These closed currents heat nothing, but they enter the calculation of a sideways heat current. If the correlation of two energy currents is taken alone, as in a direct Kubo calculation, the result gives thermal magnons a weight that depends on the energies of bands that may be almost empty. The missing part is the response of the circulating energy current, described by the energy magnetisation.

### Magnons and conventions

Take spins of length $S$ on a honeycomb lattice, all pointing along $z$ in the ground state. Their Hamiltonian contains exchange $J>0$, Dzyaloshinskii-Moriya coupling $D$ and a magnetic field $B$ with spin $g$-factor 2:
$$
-J\sum_{\langle ij\rangle}\mathbf S_i\cdot\mathbf S_j
+D\sum_{\langle\langle ij\rangle\rangle}\nu_{ij}\,\hat z\cdot(\mathbf S_i\times\mathbf S_j)
-2\mu_BB\sum_iS_i^z .
$$
Each bond is counted once; the second sum runs over second neighbours, with $\nu_{ij}=-\nu_{ji}=\pm1$. To quadratic order in bosons, $S_i^z=S-b_i^\dagger b_i$ and $S_i^+=\sqrt{2S}\,b_i$. An exchange bond becomes, apart from a constant,
$$
JS(b_i^\dagger b_i+b_j^\dagger b_j-b_i^\dagger b_j-b_j^\dagger b_i).
$$
For the other coupling, $\hat z\cdot(\mathbf S_i\times\mathbf S_j)=\tfrac i2(S_i^+S_j^--S_i^-S_j^+)$, which becomes $iS(b_j^\dagger b_i-b_i^\dagger b_j)$. The one-magnon matrix $H$ therefore has the element $-JS$ between neighbours and $-iDS\nu_{ij}$ between second neighbours. Its diagonal element is $3JS+\Delta_0$ in the bulk, with $\Delta_0=2\mu_BB$.

The derivation holds for any such $H$ under these assumptions: the bosons are free and conserved in number, their energies are positive, there is no disorder, and the bands do not touch at any wavevector. The chemical potential is zero, so energy current and heat current coincide. Brackets are $[A,B]=AB-BA$ and $\{A,B\}=AB+BA$. A trace runs over one-magnon states. In equilibrium a one-body quantity $A$ has the expectation value $\mathrm{Tr}\,f(H)A$, where $f(\varepsilon)=1/(e^{\varepsilon/k_BT}-1)$.

Bloch states $|u_n\rangle$ at wavevector $\mathbf k$ have energies $\varepsilon_n$. Bloch phases use the physical site positions, so the velocity $v_\alpha=(i/\hbar)[H,r_\alpha]$ becomes $\hbar^{-1}\partial H/\partial k_\alpha$. Define, for $n\ne m$,
$$
\Omega_{nm}=-2\hbar^2\frac{\mathrm{Im}(v_{x,nm}v_{y,mn})}{(\varepsilon_n-\varepsilon_m)^2},
\qquad
\Omega_n=\sum_{m\ne n}\Omega_{nm}.
$$
Since $\langle u_m|\partial_\alpha u_n\rangle=\hbar v_{\alpha,mn}/(\varepsilon_n-\varepsilon_m)$, this $\Omega_n$ is the Berry curvature $-2\,\mathrm{Im}\langle\partial_xu_n|\partial_yu_n\rangle$. Exchanging $n$ and $m$ conjugates the product of velocities, so $\Omega_{mn}=-\Omega_{nm}$ and $\sum_n\Omega_n=0$ at each $\mathbf k$.

The Hall conductivity is defined by $j_x=-\kappa_{xy}\partial_yT$ and means the part antisymmetric in $x$ and $y$. The volume is $V$.

### A field that acts on energy

A temperature gradient is not a term in the Hamiltonian. Luttinger's device replaces it by a weak field $\chi=gy$ that rescales the local energy:
$$
H_\chi=H+gH_1,\qquad H_1=\tfrac12\{y,H\}.
$$
In the spin model this multiplies the energy of a bond by $1+(\chi_i+\chi_j)/2$. Hopping elements then agree with $H_\chi$ at once. The diagonal elements agree in the bulk because the three vectors from a site to its neighbours add to zero.

The energy polarisation along $x$ is $P=\frac12\{x,H_\chi\}$. Its rate of change is the total energy current,
$$
J_\chi=\frac i\hbar[H_\chi,P]=\tfrac12\{v_\chi,H_\chi\},
\qquad v_\chi=\frac i\hbar[H_\chi,x].
$$
Because $x$ commutes with $y$, $v_\chi=v_x+gv_1$, with $v_1=\frac12\{y,v_x\}$. Without the field, $J_0=\frac12\{v_x,H\}$. The field changes the state of the magnons and also the current operator itself.

In a finite sample with the field held fixed, equilibrium gives
$$
\mathrm{Tr}\,f(H_\chi)J_\chi=\frac i\hbar\mathrm{Tr}\,f(H_\chi)[H_\chi,P]=0,
$$
since $f(H_\chi)$ commutes with $H_\chi$. Locally this state has inverse temperature proportional to $1+gy$, hence $\partial_yT/T=-g$. Assume that the net current is a linear, local response,
$$
j_x=-L_T\,\partial_yT/T-L_\chi\,\partial_y\chi .
$$
Its vanishing in equilibrium requires $L_T=L_\chi$. The thermal conductivity follows from the response to $\chi$ at uniform temperature: if the total current is $g(K+X)$, then $L_\chi=-(K+X)/V$ and
$$
\kappa_{xy}=-\frac{K+X}{TV}. \tag{1}
$$
Here $K$ comes from the changed state and $X$ from the changed operator.

### The Kubo part

Switch the field on slowly compared with $\hbar$ divided by the band separations. To first order the interband part of the density matrix follows from $[H+gH_1,f(H)+g\rho_1]=0$, which gives
$$
\rho_{1,nm}=\frac{f_n-f_m}{\varepsilon_n-\varepsilon_m}H_{1,nm}.
$$
The definition of velocity gives $[H,y]=-i\hbar v_y$. Between different bands,
$$
H_{1,nm}=\frac{\varepsilon_n+\varepsilon_m}{2}\,
\frac{-i\hbar v_{y,nm}}{\varepsilon_n-\varepsilon_m}.
$$
The current has matrix elements $J_{0,mn}=\frac12(\varepsilon_n+\varepsilon_m)v_{x,mn}$. Multiplying and summing,
$$
K=-i\hbar\sum_{\mathbf k,\,n\ne m}(f_n-f_m)
\left(\frac{\varepsilon_n+\varepsilon_m}{2}\right)^2
\frac{v_{y,nm}v_{x,mn}}{(\varepsilon_n-\varepsilon_m)^2}.
$$
Interchange $n$ and $m$ in the term with $f_m$. The two velocity products are complex conjugates, and their difference is
$$
v_{y,nm}v_{x,mn}-v_{y,mn}v_{x,nm}=-2i\,\mathrm{Im}(v_{x,nm}v_{y,mn}).
$$
The factor $(-i)(-2i)=-2$ combines with the definition of $\Omega_{nm}$ to give
$$
K=\frac1\hbar\sum_{\mathbf k,\,n\ne m}f_n\,\Omega_{nm}
\left(\frac{\varepsilon_n+\varepsilon_m}{2}\right)^2. \tag{2}
$$
Motion within one band gives the ordinary accelerated current. Its cross term contains $v_xv_y$ and is symmetric in the two directions, so it does not enter the Hall part.

Equation (2) shows what is wrong with the Kubo part taken alone. A magnon in band $n$ is weighted with $\varepsilon_m$, however empty band $m$ is.

### The changed current operator

The first-order change of $J_\chi$ is $g$ times $\frac12\{v_1,H\}+\frac12\{v_x,H_1\}$. In equilibrium the first term gives
$$
\mathrm{Tr}\,fHv_1=\mathrm{Re}\,\mathrm{Tr}\,fHv_xy,
$$
because the two orders in $v_1=\frac12(yv_x+v_xy)$ have conjugate traces. The second term gives
$$
\mathrm{Re}\,\mathrm{Tr}\,fv_xH_1
=\tfrac12\mathrm{Re}\left(\mathrm{Tr}\,fHv_xy+\mathrm{Tr}\,fv_xHy\right).
$$
In the last trace write $Hy=yH-i\hbar v_y$, so that
$$
\mathrm{Tr}\,fv_xHy=\mathrm{Tr}\,fHv_xy-i\hbar\,\mathrm{Tr}\,fv_xv_y .
$$
The real part of $-i\hbar z$ is $\hbar\,\mathrm{Im}\,z$. Altogether
$$
X=2\,\mathrm{Re}\,\mathrm{Tr}\,fHv_xy+\frac\hbar2\,\mathrm{Im}\,\mathrm{Tr}\,fv_xv_y .
$$
Sorting by energy with $f(H)=\int d\eta\,f(\eta)\delta(\eta-H)$,
$$
X=\int d\eta\,f(\eta)\left[2\eta\,m(\eta)+\frac\hbar2s(\eta)\right], \tag{3}
$$
$$
m=\mathrm{Re}\,\mathrm{Tr}\,\delta(\eta-H)v_xy,\qquad
s=\mathrm{Im}\,\mathrm{Tr}\,\delta(\eta-H)v_xv_y .
$$

The meaning of $X$ can be seen from a circulating current $j_x=\partial_yM_E$, where $M_E$ is the energy magnetisation along $z$. To first order the field multiplies this current by $1+2gy$: one factor comes from the energy carried and the other from the rate of motion. Integration by parts, with $M_E=0$ outside the sample, turns $\int 2gy\,\partial_yM_E\,dV$ into $-2gM_EV$. Thus $X=-2M_EV$. Here the energy of each hopping element is placed at the midpoint of its bond, as in $H_1$, and is taken to flow straight from one midpoint to another. With this definition of $M_E$, its contribution to $\kappa_{xy}$ in (1) is $2M_E/T$. Another choice of local energy current can change $M_E$, but not $X$ or $\kappa_{xy}$.

### Removing the position from the trace

The position $y$ in $m(\eta)$ is unbounded in a large crystal. It can be replaced by a velocity before Bloch states are used. Let $G(z)=(z-H)^{-1}$ and $w(z)=\mathrm{Tr}\,Gv_xy$ in a finite sample. Since $dG/dz=-G^2$,
$$
\frac{dw}{dz}=-\mathrm{Tr}\,v_xyG^2 .
$$
The commutator $[G,y]=G[H,y]G=-i\hbar Gv_yG$ gives $yG=Gy+i\hbar Gv_yG$. Hence
$$
\mathrm{Tr}\,v_xyG^2=\mathrm{Tr}\,Gv_xGy+i\hbar\,\mathrm{Tr}\,v_xGv_yG^2 .
$$
The first trace vanishes: $Gv_xG=(i/\hbar)[G,x]$, and $\mathrm{Tr}[G,x]y=\mathrm{Tr}\,G[x,y]=0$. Therefore
$$
\frac{dw}{dz}=-i\hbar\,\mathrm{Tr}\,v_xGv_yG^2 .
$$
This trace contains local bulk operators. Bloch states may now be used; edge corrections grow with the perimeter and are negligible relative to the bulk in a large sample.

To obtain the real part in $m$, form $w_s(z)=\frac12[w(z)+w(z^*)^*]=\int d\eta\,m(\eta)/(z-\eta)$. This replaces $-i\hbar$ times the velocity product by $\hbar$ times its imaginary part, and the terms $n=m$ drop out. With $\Delta=\varepsilon_n-\varepsilon_m$,
$$
\frac{dw_s}{dz}=-\frac1{2\hbar}\sum_{\mathbf k,\,n\ne m}
\frac{\Omega_{nm}\Delta^2}{(z-\varepsilon_m)(z-\varepsilon_n)^2}.
$$
Partial fractions give
$$
\frac{\Delta^2}{(z-\varepsilon_m)(z-\varepsilon_n)^2}
=\frac{\Delta}{(z-\varepsilon_n)^2}-\frac1{z-\varepsilon_n}+\frac1{z-\varepsilon_m}.
$$
Antisymmetry of $\Omega_{nm}$ makes the last two terms contribute equally. Integrating over $z$, with $w_s\to0$ at infinity,
$$
w_s=\frac1{2\hbar}\sum_{\mathbf k,\,n\ne m}\Omega_{nm}
\left[\frac{\Delta}{z-\varepsilon_n}+2\ln(z-\varepsilon_n)\right].
$$
Now $m(\eta)=-\pi^{-1}\mathrm{Im}\,w_s(\eta+i0)$. The pole gives a delta function. The logarithm has phase $\pi$ below $\varepsilon_n$ and gives $-\theta(\varepsilon_n-\eta)$, where $\theta$ is the unit step. Since the curvatures sum to zero, this may be replaced by $+\theta(\eta-\varepsilon_n)$:
$$
m(\eta)=\frac1{2\hbar}\sum_{\mathbf k,\,n\ne m}\Omega_{nm}\Delta\,\delta(\eta-\varepsilon_n)
+\frac1\hbar\sum_{\mathbf k,n}\Omega_n\theta(\eta-\varepsilon_n).
$$
The definition of curvature also gives
$$
s(\eta)=-\frac1{2\hbar^2}\sum_{\mathbf k,\,n\ne m}\Omega_{nm}\Delta^2\delta(\eta-\varepsilon_n).
$$

### The remote energies cancel

Insert both functions in (3):
$$
X=\frac1\hbar\sum_{\mathbf k,\,n\ne m}f_n\Omega_{nm}
\left(\varepsilon_n\Delta-\frac{\Delta^2}{4}\right)
+\frac2\hbar\sum_{\mathbf k,n}\Omega_n\int_{\varepsilon_n}^{\infty}\eta f(\eta)\,d\eta .
$$
In (2), $(\varepsilon_n+\varepsilon_m)/2=\varepsilon_n-\Delta/2$, whose square is $\varepsilon_n^2-\varepsilon_n\Delta+\Delta^2/4$. The terms with $\Delta$ cancel in the sum, leaving
$$
K+X=\frac1\hbar\sum_{\mathbf k,n}\Omega_n
\left[\varepsilon_n^2f_n+2\int_{\varepsilon_n}^{\infty}\eta f\,d\eta\right].
$$
Integration by parts identifies the bracket as
$$
\int_{\varepsilon_n}^{\infty}\eta^2\left(-\frac{df}{d\eta}\right)d\eta=(k_BT)^2c_2(f_n). \tag{4}
$$
To evaluate $c_2$, use the occupation $t$ as variable, with $\eta/k_BT=\ln[(1+t)/t]$:
$$
c_2(f)=\int_0^f\ln^2\frac{1+t}{t}\,dt
=(1+f)\ln^2\frac{1+f}{f}-\ln^2f-2\,\mathrm{Li}_2(-f).
$$
Here $\mathrm{Li}_2$ is the dilogarithm, with $d\,\mathrm{Li}_2(-f)/df=-\ln(1+f)/f$. Differentiating the closed form gives $\ln^2[(1+f)/f]$ after the terms in $1/f$ cancel, and the form vanishes as $f\to0$. Equation (1) becomes
$$
\boxed{\kappa_{xy}=-\frac{k_B^2T}{\hbar V}\sum_{\mathbf k,n}c_2(f_n)\Omega_n(\mathbf k)} \tag{5}
$$

The function $c_2$ rises with occupation. It tends to $\pi^2/3$ for $\varepsilon\ll k_BT$, and for $x=\varepsilon/k_BT\gg1$ it approaches $(x^2+2x+2)e^{-x}$. If all bands had equal occupation at each $\mathbf k$, their curvatures would cancel. A Hall current needs both curvature and unequal thermal weights.

## Second derivation: a temperature gradient left to relax

### What is carried over

The one-magnon Hamiltonian is $H$, with Bloch energies $\varepsilon_n$, Bose occupation $f$, velocity $v_\alpha=(i/\hbar)[H,r_\alpha]$ and Berry curvature $\Omega_n$. The energy current is $J_0=\frac12\{v_x,H\}$, and $H_1=\frac12\{y,H\}$ measures energy times position. The first half found equation (5), in which $(k_BT)^2c_2(f_n)$ is the integral (4). The identity for velocity products that led to (2) will be used again, without its energy factors. The gravitational field and the energy magnetisation are not needed.

The first derivation has combined the Kubo part with the energy magnetisation to obtain the thermal Hall conductivity (5). It remains to derive the same result from a relaxing temperature gradient, compare the assumptions of the two derivations, and apply the result to a honeycomb ferromagnet.
